# Strain Splitting of the Square-Lattice Van Hove Singularity

## Problem

Electrons move independently on a square lattice with one orbital of energy $e_0$ per site. The Hamiltonian matrix element between nearest neighbours is $-t_x$ along the first lattice vector and $-t_y$ along the second. Without strain $t_x=t_y$, and the density of states has one logarithmic singularity at the band centre. Strain makes the hoppings unequal, with both still positive.

(a) Show that the central singularity splits into two, separated by $4|t_x-t_y|$.

(b) Find the strength of each logarithm and compare it with that of the unstrained lattice.

(c) Let hopping depend on bond length $d$ as $t=t_0(d/a_0)^{-n}$. Which strains split the singularity, and by how much to first order?

(d) Evaluate the splitting for $t_0=0.30$ eV, $a_0=4.00$ angstrom, $n=3$ and normal strains $\varepsilon_{xx}=+1.0\,\%$, $\varepsilon_{yy}=-0.5\,\%$. Can it be resolved at 30 K and at 300 K?

The density of states $g(E)$ is counted per site and per spin. The algebra is in atomic units.

## Hints

1. Use the Bloch phases $x=\mathbf k\cdot\mathbf a_1$ and $y=\mathbf k\cdot\mathbf a_2$ as coordinates. They run over $2\pi$ however the lattice is deformed.
2. The density of states can be singular only at energies where the gradient of the band vanishes somewhere. Find these points and sort them into extrema and saddles.
3. Near a saddle, the identity $1-\cos u=2\sin^2(u/2)$ turns the band into a difference of two squares. Then factorize.
4. For (c), compare the lengths of the two bonds before expanding anything.

## Solution

### The band and its critical points

A Bloch state has amplitude $e^{i(mx+ny)}$ on site $(m,n)$. The neighbours along the first direction contribute $-t_x(e^{ix}+e^{-ix})=-2t_x\cos x$, and similarly for the second, so

$$E(x,y)=e_0-2t_x\cos x-2t_y\cos y .$$

The density of states is

$$g(E)=\frac{1}{4\pi^2}\int_{-\pi}^{\pi}\!\!\int_{-\pi}^{\pi}dx\,dy\;\delta\big(E-E(x,y)\big)=\frac{1}{4\pi^2}\oint\frac{ds}{|\nabla E|},$$

where the last integral follows the contour of energy $E$. It is bounded if the gradient stays away from zero on that contour. The gradient is

$$\frac{\partial E}{\partial x}=2t_x\sin x,\qquad \frac{\partial E}{\partial y}=2t_y\sin y .$$

Since neither hopping is zero, both components vanish only when $\sin x=\sin y=0$, which gives four points. The second derivatives are $2t_x\cos x$ and $2t_y\cos y$, and the mixed derivative is zero. Therefore:

- $(0,0)$ is the minimum, with $E=e_0-2(t_x+t_y)$.
- $(\pi,\pi)$ is the maximum, with $E=e_0+2(t_x+t_y)$.
- $(\pi,0)$ is a saddle, with $E_1=e_0+2(t_x-t_y)$.
- $(0,\pi)$ is a saddle, with $E_2=e_0-2(t_x-t_y)$.

The extrema do not give logarithms. Near the minimum, $E-E_{\min}\simeq t_xx^2+t_yy^2$. The ellipse below excess energy $\eta$ has area $\pi\eta/\sqrt{t_xt_y}$. Its derivative divided by $4\pi^2$ is the finite step $1/(4\pi\sqrt{t_xt_y})$. The maximum behaves in the same way.

### Why a saddle gives a logarithm

Put $x=\pi+u$ and $y=v$. Since $\cos x=-\cos u$,

$$E-E_1=-2t_x(1-\cos u)+2t_y(1-\cos v)=-4t_x\sin^2\frac u2+4t_y\sin^2\frac v2 .$$

Define $U=2\sqrt{t_x}\sin(u/2)$ and $V=2\sqrt{t_y}\sin(v/2)$. Then, without approximation,

$$E-E_1=V^2-U^2=(V-U)(V+U).$$

The area element follows from $dU=\sqrt{t_x}\cos(u/2)\,du$ and the matching relation for $V$:

$$du\,dv=\frac{dU\,dV}{\sqrt{t_xt_y}\,\cos(u/2)\cos(v/2)}
=\frac{dU\,dV}{\sqrt{t_xt_y}}\left[1+O(U^2+V^2)\right].$$

Now let $p=V-U$ and $q=V+U$. Then $U=(q-p)/2$, $V=(q+p)/2$ and $dU\,dV=\tfrac12dp\,dq$. Write $\epsilon=E-E_1$ and take the small square $|p|,|q|<\Lambda$ around the saddle. The leading term is

$$\frac{1}{4\pi^2\sqrt{t_xt_y}}\;\frac12\int\!\!\int dp\,dq\,\delta(\epsilon-pq)
=\frac{1}{4\pi^2\sqrt{t_xt_y}}\;\frac12\int\frac{dp}{|p|}.$$

The delta function sets $q=\epsilon/p$, and $|q|<\Lambda$ then requires $|p|>|\epsilon|/\Lambda$. Both signs of $p$ contribute, so the last integral is $2\ln(\Lambda^2/|\epsilon|)$. The result is

$$g(E)=-C\ln|E-E_1|+\text{bounded terms},\qquad C=\frac{1}{4\pi^2\sqrt{t_xt_y}} .$$

The argument of the logarithm is understood to be divided by a fixed energy, whose choice changes only the bounded terms.

The correction to the area element is also bounded. It is of order $U^2+V^2=(p^2+q^2)/2$, and $\int(p^2+\epsilon^2/p^2)\,dp/|p|$ over the same range stays finite as $\epsilon\to0$. For $t_x\ne t_y$, the rest of the contour near $E_1$ contains no critical point, so it too gives a bounded contribution. The other saddle follows by exchanging the two directions and has the same $C$.

There are therefore two logarithmic singularities, at $e_0\pm2|t_x-t_y|$, with separation

$$\boxed{\Delta=|E_1-E_2|=4|t_x-t_y|}$$

This answers (a).

### Strength and limiting cases

When $t_x=t_y=t$, both saddles lie at $e_0$ and their contributions add. The single logarithm has coefficient $2C=1/(2\pi^2t)$. Strain thus separates two equal contributions that were already present, which answers (b).

The formula in (a) relies on equal signs. If $t_x$ is negative, the shift $x\to x+\pi$ reverses its sign in the band and leaves the integral for $g$ unchanged. The density of states depends only on the magnitudes, and for non-zero hoppings of any sign

$$\Delta=4\big||t_x|-|t_y|\big| .$$

Both hoppings must be non-zero. If $t_y=0$, the band is one-dimensional. Each energy inside it is reached at two values of $x$, so

$$g=\frac{1}{2\pi}\,\frac{2}{|2t_x\sin x|}=\frac{1}{\pi\sqrt{4t_x^2-(E-e_0)^2}} .$$

The singularities are then inverse square roots at the band edges instead of logarithms.

### Which strains split the singularity

To first order in strain, the bond lengths are $a_0(1+\varepsilon_{xx})$ and $a_0(1+\varepsilon_{yy})$; without shear these lengths are exact. The power law gives $t_x\simeq t_0(1-n\varepsilon_{xx})$ and $t_y\simeq t_0(1-n\varepsilon_{yy})$. Hence

$$\Delta\simeq4nt_0|\varepsilon_{xx}-\varepsilon_{yy}| .$$

Equal biaxial strain changes the bandwidth but causes no splitting. Pure shear turns the bond vectors into $a_0(1,\varepsilon_{xy})$ and $a_0(\varepsilon_{xy},1)$. These have equal lengths, so there is again no splitting as long as hopping depends on length alone. This answers (c).

The next term of the expansion is $\tfrac12n(n+1)t_0\varepsilon^2$ in each hopping. Including it multiplies the first-order splitting by

$$1-\frac{n+1}{2}(\varepsilon_{xx}+\varepsilon_{yy}).$$

### Numbers

The parameters in (d) are round model values. The bond lengths are 4.040 and 3.980 angstrom, so

$$t_x=0.30\,(1.010)^{-3}=0.2912\ \text{eV},\qquad
t_y=0.30\,(0.995)^{-3}=0.3046\ \text{eV}.$$

Their difference is 0.01337 eV in magnitude, and

$$\Delta=4\times0.01337\ \text{eV}\approx0.0535\ \text{eV}=53.5\ \text{meV}.$$

The stretched direction has the weaker hopping, which puts the saddle $(\pi,0)$ below the band centre, at $-0.0267$ eV from $e_0$. The saddle $(0,\pi)$ lies at $+0.0267$ eV.

The first-order formula gives $4\times3\times0.30\times0.015=0.0540$ eV. This is 1 % above the full power-law value, as the correction factor $1-2\times0.005=0.99$ predicts.

The logarithmic coefficient is 0.0851 per eV at each saddle, against 0.1689 per eV for the unstrained singularity. The growth is slow: at 0.0010 eV above the upper singularity $g=1.1007$ per eV, and at 0.0001 eV it is 1.2980 per eV. The rise of 0.197 per eV agrees with $C\ln10=0.196$ per eV. This tenfold approach to the singularity raises the density by only about 18 % of its value at 0.0010 eV.

At half filling there is one electron per site, counting both spins, and the Fermi level lies midway between the singularities. This follows from the shift $(x,y)\to(x+\pi,y+\pi)$, which reverses $E-e_0$. The singularities are reached at 0.950 and 1.050 electrons per site. In the unstrained lattice at half filling, the Fermi level lies exactly at the singularity. Strain moves the two singularities away from it, one to each side.

Temperature limits what can be resolved. The response of the electron density to the chemical potential, $\partial n/\partial\mu$ per spin at fixed temperature, averages $g$ with the weight

$$-\frac{\partial f}{\partial E}=\frac{1}{4k_BT}\,\mathrm{sech}^2\frac{E-\mu}{2k_BT},$$

where $f$ is the Fermi function and $\mu$ the chemical potential. The weight falls to half its maximum when $\cosh[(E-\mu)/2k_BT]=\sqrt2$, so its full width is $4k_BT\,\mathrm{arccosh}\sqrt2\approx3.53\,k_BT$.

At 30 K this width is 0.0091 eV. The averaged density, followed as a function of $\mu$, has two peaks 0.0529 eV apart. At 300 K the width is 0.091 eV and one peak remains. With the hoppings held fixed, the two peaks merge near 160 K. The saddles themselves have not moved; the average no longer distinguishes them. These peak counts apply to $\partial n/\partial\mu$. The electronic heat capacity weights $g$ differently. With $L_k=\int g\,(E-\mu)^k(-\partial f/\partial E)\,dE$, it is $L_2/T$ per spin at fixed chemical potential and $(L_2-L_1^2/L_0)/T$ at fixed electron number. Its peaks can therefore differ from those of $\partial n/\partial\mu=L_0$ in number and position, depending on the temperature and on which quantity is held fixed. This completes (d).

### Comparison with real films

Hoppings of a few tenths of an eV and spacings near 4 angstrom are roughly typical of square planes in layered transition-metal oxides. The exponent $n=3$ is less certain, because hopping through an intermediate oxygen atom can fall off faster. To first order the splitting is proportional to $n$, so $n=6$ would double the estimate to about 0.11 eV.

A strain difference of 1.5 % is large. A substrate with unequal in-plane spacings can supply it if the film stays locked to the substrate. A uniaxial load would need a stress of roughly 1 to 2.5 GPa for a Young's modulus of 100 to 200 GPa, which a brittle crystal may not survive in tension. A square substrate imposes equal biaxial strain on a square film that is fully locked to it, and so causes no splitting. If misfit dislocations relax half of the difference, the first-order splitting also halves.

Electron interactions are neglected too. If their effect were to reduce both hoppings by a common factor of two, the splitting would fall to about 27 meV. Near half filling, strong repulsion can instead open a gap, as in undoped cuprates, and the independent-electron picture then fails. Disorder adds further broadening, and changes in bond angle or orbital character can alter the hoppings in ways that a law based on length misses.

## Variation 1: diagonal hopping

*Add an equal hopping $-t_d$ along both diagonals. Does the splitting change?*

The band gains the term $-4t_d\cos x\cos y$. The critical-point conditions become

$$\sin x\,(2t_x+4t_d\cos y)=0,\qquad \sin y\,(2t_y+4t_d\cos x)=0 .$$

If $|t_d|<\tfrac12\min(t_x,t_y)$, both brackets are positive and the same four points remain. The mixed derivative, $-4t_d\sin x\sin y$, vanishes there. The other two are $\cos x\,(2t_x+4t_d\cos y)$ and $\cos y\,(2t_y+4t_d\cos x)$, with the same signs as before, so the saddles are still $(\pi,0)$ and $(0,\pi)$. At both of them $\cos x\cos y=-1$. Both energies shift by $+4t_d$, and the separation is unchanged.

For $t_d=-0.050$ eV, with the strained $t_x$ and $t_y$ held fixed, the saddles move to $-0.2267$ and $-0.1733$ eV. Their separation is still 0.0535 eV, but the fillings change to 0.807 and 0.912 electrons per site. Diagonal hopping therefore matters greatly for the doping needed to reach a singularity, though not for the splitting.

Beyond the bound the result fails. Suppose $t_y<t_x$ and $t_y/2<t_d<t_x/2$. Then $\partial^2E/\partial y^2$ changes sign at $x=\pi$, so $(\pi,0)$ becomes a maximum and $(\pi,\pi)$ a saddle. The saddle energies relative to $e_0$ are now $2t_x+2t_y-4t_d$ and $-2t_x+2t_y+4t_d$, and their separation is $4t_x-8t_d$.

## Variation 2: coupling between layers

*Stack the planes with a weak interlayer hopping $-t_z$. What happens to each logarithm?*

Let the planes be stacked site over site. With $z$ the phase between layers, the band gains $-2t_z\cos z$. The density is the average of $g(E+2t_z\cos z)$ over $z$. Near one saddle, set $s=(E-E_1)/|t_z|$. A shift of $z$ by $\pi$, if needed, fixes the sign of the cosine, and the singular part becomes

$$-C\ln|t_z|-C\,\big\langle\ln|s-2\cos z|\big\rangle_z .$$

For $|s|<2$ write $s=2\cos\theta$. Then

$$|s-2\cos z|=\left|2\sin\frac{z+\theta}{2}\right|\left|2\sin\frac{z-\theta}{2}\right| .$$

The logarithm of each factor has the same average, $J=\langle\ln|2\sin w|\rangle$ over a full period. Averaging the logarithm of $2\sin2w=(2\sin w)(2\cos w)$ gives $J=J+J$, hence $J=0$.

The divergence is therefore replaced by a plateau of height $-C\ln|t_z|$, apart from the bounded background, and of width $4|t_z|$. The two plateaus stay apart if $|t_z|<|t_x-t_y|$. For $t_z=0.003$ eV the width is 0.012 eV, well below the splitting of 0.0535 eV. This width depends on the stacking. In the body-centred stacking of many layered oxides, each site couples to four sites in each neighbouring plane, and the band gains $-8t_z\cos(x/2)\cos(y/2)\cos(z/2)$, which vanishes at $(\pi,0)$ and $(0,\pi)$. With $x=\pi+u$ and $y=0$ the term is about $4t_zu\cos(z/2)$. Completing the square with $-t_xu^2$ shifts the saddle energy by $4t_z^2\cos^2(z/2)/t_x$. The logarithm is then spread over only $4t_z^2/t_x$, about 0.0001 eV for the same $t_z$. The values of the worked example are collected in the numerical output below.

## Calculated quantities

```
Unstrained hopping t0 = 0.300 eV
Unstrained lattice spacing a0 = 4.000 angstrom
Hopping decay power n = 3 (no unit)
Strain exx = 1.00 %
Strain eyy = -0.50 %
Bond length along x = 4.040 angstrom
Bond length along y = 3.980 angstrom
Hopping tx = 0.29118 eV
Hopping ty = 0.30455 eV
Absolute hopping difference = 0.01337 eV
Energy at (pi,0) = -0.02674 eV
Energy at (0,pi) = 0.02674 eV
Band minimum = -1.19144 eV
Band maximum = 1.19144 eV
Singularity separation = 0.05347 eV
Separation in meV = 53.47 meV
First-order separation = 0.05400 eV
First-order error = 0.98 %
Log coefficient C, each saddle = 0.08506 per eV
Log coefficient, unstrained = 0.16887 per eV
DOS midway between singularities = 0.8817 per eV
DOS 0.0100 eV above upper singularity = 0.8919 per eV
DOS 0.0010 eV above upper singularity = 1.1007 per eV
DOS 0.0001 eV above upper singularity = 1.2980 per eV
Filling at lower singularity = 0.9501 electrons/site
Filling at midpoint = 1.0000 electrons/site
Filling at upper singularity = 1.0499 electrons/site
Diagonal hopping td = -0.050 eV
Lower saddle with td = -0.22674 eV
Upper saddle with td = -0.17326 eV
Separation with td = 0.05347 eV
Filling at lower saddle with td = 0.8069 electrons/site
Filling at upper saddle with td = 0.9118 electrons/site
Interlayer hopping tz = 0.0030 eV
Interlayer plateau width = 0.0120 eV
Thermal kernel full width at 30 K = 0.0091 eV
Thermal kernel full width at 300 K = 0.0911 eV
Smeared DOS peaks at 30 K = 2 (count)
Smeared DOS peaks at 300 K = 1 (count)
Smeared peak separation at 30 K = 0.0529 eV
Smeared DOS at peak, 30 K = 1.0328 per eV
Smeared DOS at midpoint, 30 K = 0.8845 per eV
Peak merging temperature = 162.5 K
```
